# Reversible Exchange Barriers for Kinetic Monte Carlo of Surfactant-Mediated Growth

## One atom on a surfactant layer

Take a flat substrate of growth atoms A covered by one complete layer of surfactant atoms S, and put a single A atom on top. The atom can change places with the S atom below it, and the swap can later be undone. Two barriers are needed, and they are not independent.

Let the energy be minus the sum of nearest-neighbour bonds on a square lattice of columns, with model bond energies \(J_{AA}=0.30\), \(J_{AS}=J_{SA}=0.22\) and \(J_{SS}=0.12\) eV. Before the swap, the lower atom S has one bond to the substrate, four lateral bonds to S and one bond to the A above:

\[
0.22+4(0.12)+0.22=0.92\ \text{eV}.
\]

After the swap, the lower atom is A:

\[
0.30+4(0.22)+0.22=1.40\ \text{eV}.
\]

The upper atom has no lateral neighbours in either case. The energy change is therefore \(\Delta E=0.92-1.40=-0.48\) eV. If the saddle lies \(Q=0.70\) eV above the mean energy of the two end states, the barriers are

\[
\text{A down: } 0.70-0.24=0.46\ \text{eV},\qquad
\text{A up: } 0.70+0.24=0.94\ \text{eV}.
\]

With attempt frequency \(\nu=10^{13}\ \text{s}^{-1}\) at 300 K, where \(k_BT=0.02585\) eV, the rates \(\nu e^{-\text{barrier}/k_BT}\) are \(1.87\times10^{5}\) and \(1.62\times10^{-3}\ \text{s}^{-1}\). The logarithm of their ratio is \(0.48/0.02585=18.57\), which is \(-\Delta E/k_BT\). The saddle height has cancelled.

## The setting

Electronic-structure programs offer a saddle-point search between two chosen end states. It yields three energies, \(E_a\), \(E_b\) and the saddle energy \(E^\ddagger\), for one arrangement of neighbours. A growth simulation meets many other arrangements, so the user must choose how to carry the barrier over to them. Two choices are compared here:

- **Fixed barriers:** one number for A down and one for A up, whatever the neighbours.
- **Shared saddle:** one saddle energy for both directions, with end-state energies that follow the neighbours.

The second choice gives a simulation with a correct equilibrium. The first in general does not, although its moves are reversible and conserve both species.

## The model and its conserved numbers

Each lattice column is a stack of A and S atoms on a fixed A substrate. There are no vacancies, overhangs or desorption. The energy \(E\) is minus the sum of \(J_{XY}\) over vertical and lateral nearest neighbours; the constant substrate–substrate bonds are dropped. Three events are allowed:

1. The top atom of a column hops to the top of a neighbouring column, whatever the height difference.
2. The two top atoms of a column exchange, if they are of different species.
3. An A atom is deposited on a random column.

A hop relocates one atom and an exchange permutes two, so neither changes \(N_A\) or \(N_S\). Deposition raises \(N_A\) by one. Hence \(N_S\) is constant throughout, \(N_A(t)=N_A(0)+N_{\text{dep}}(t)\), and both numbers are constant once deposition is off.

## Rates from a shared saddle

Let \(k_{ab}\) be the rate from configuration \(a\) to \(b\), and let all events share the same \(\nu\):

\[
k_{ab}=\nu e^{-(E^\ddagger_{ab}-E_a)/k_BT},\qquad E^\ddagger_{ab}=E^\ddagger_{ba}.
\]

Dividing by the reverse rate removes \(\nu\) and \(E^\ddagger\):

\[
\frac{k_{ab}}{k_{ba}}=e^{-(E_b-E_a)/k_BT}.
\]

With \(p_a\propto e^{-E_a/k_BT}\) this is detailed balance, \(p_ak_{ab}=p_bk_{ba}\). It remains to give each event a symmetric saddle.

**Hop.** Let \(E_0\) be the energy with the moving atom, of species \(X\), removed, and \(B_i\) the sum of its bonds on column \(i\), so that \(E_a=E_0-B_i\). Set

\[
E^\ddagger=E_0+T_X+W\,[h'_i\neq h'_j],
\]

where \(h'\) are the column heights without the moving atom and the bracket is 1 if its condition holds and 0 otherwise. Every term is the same for the reverse hop. The barrier is

\[
E^\ddagger-E_a=T_X+B_i+W\,[h'_i\neq h'_j].
\]

Here \(T_A=0.35\), \(T_S=0.55\) and \(W=0.05\) eV; \(W\) is an extra cost for crossing a step. Had the step condition used the heights before the hop, it could have differed between the two directions and spoiled the balance.

**Exchange.** Set \(E^\ddagger=Q+(E_a+E_b)/2\), which is symmetric in \(a\) and \(b\). The barrier is

\[
E^\ddagger-E_a=Q+\tfrac12(E_b-E_a)=Q+\tfrac12\Delta E .
\]

The two barriers of one saddle search average to \(Q\), as \((0.46+0.94)/2=0.70\) eV shows.

To find \(\Delta E\) when A sits on S, let \(c\) be the species below the pair. Write \(d(X)=J_{SX}-J_{AX}\), the change in bond energy when S replaces A next to \(X\). The A–S bond inside the pair survives. The lower site changes from S to A and the upper site from A to S, so

\[
\Delta E=d(c)+\sum_{m\,\in\,\text{lower}}d(m)-\sum_{m\,\in\,\text{upper}}d(m),
\]

where the sums run over lateral neighbours of the two sites. The signs follow because energy is minus bond energy: the lower site loses \(J_{Sm}\) and gains \(J_{Am}\), which adds \(J_{Sm}-J_{Am}\). The reverse exchange has the opposite \(\Delta E\).

For these parameters \(d(A)=-0.08\) and \(d(S)=-0.10\) eV. A neighbouring column that reaches the upper level also fills the lower one, so it contributes a difference of two \(d\) values, at most 0.02 eV in size. A column that reaches only the lower level contributes at most 0.10 eV. With four neighbours and the atom below, \(|\Delta E|\le0.50\) eV, and every exchange barrier is at least \(0.70-0.25=0.45\) eV. With other parameters this must be examined again, since a negative barrier has no meaning as an activated rate.

## Why the equilibrium is unique

With deposition off, the probability \(q_b\) of configuration \(b\) obeys

\[
\frac{dq_b}{dt}=\sum_a\left(q_ak_{ab}-q_bk_{ba}\right).
\]

For \(q=p\) each bracket vanishes, so the Boltzmann distribution is stationary. For any other stationary \(q\), write \(q_a=f_ap_a\) and \(w_{ab}=p_ak_{ab}=w_{ba}\). Then \(\sum_aw_{ab}(f_a-f_b)=0\). Multiplying by \(f_b\), summing over \(b\), and averaging the result with its copy in which \(a\) and \(b\) are interchanged gives

\[
-\tfrac12\sum_{a,b}w_{ab}(f_a-f_b)^2=0 .
\]

Thus \(f\) is equal on any two configurations joined by an event. All configurations with the same \(N_A\) and \(N_S\) are joined by chains of events. To see this, carry all atoms by hops onto one column. Any unlike adjacent pair there can be swapped: move the atoms above it to a neighbouring column, exchange the pair, and bring the others back, which restores their order. Any stacking can be reached in this way, and every move has a reverse. So \(f\) is constant and \(q=p\).

Neither \(Q\), \(T_X\) nor \(W\) appears in \(p\). They set how fast equilibrium is reached, not what it is.

## What fixed barriers do

Suppose the exchange barriers are constants, so that \(\ln(k_{\text{down}}/k_{\text{up}})=g\) in all surroundings, while hops keep their correct rates. Start from the lone A on the S layer and go round a closed loop:

1. A goes down; the true energy change is \(\Delta E_1=-0.48\) eV.
2. A neighbouring S atom hops to a column that does not adjoin the pair.
3. A goes up. One S neighbour is missing, so the true change for A down is now \(\Delta E_2=-0.08-3(0.10)=-0.38\) eV.
4. The S atom hops back.

The energy changes round the loop sum to zero, so the two hops together contribute \(-(\Delta E_1-\Delta E_2)\). Adding \(\ln(k_{\text{forward}}/k_{\text{backward}})\) over the four steps gives

\[
g+\frac{\Delta E_1-\Delta E_2}{k_BT}-g=\frac{-0.10\ \text{eV}}{k_BT}.
\]

Detailed balance requires zero. The loop is driven, here in the reverse sense, for any choice of \(g\). The closed system circulates for ever, as if powered from outside.

The effect can be computed, for one choice of the fixed barriers, on a ring of three columns with three A and two S atoms. There are \(\binom52=10\) orders of the species and \(\binom72=21\) ways to divide five atoms among three columns, hence 210 configurations. The stationary distribution follows from solving the linear rate equations at 900 K. Two measures are used: the total variation distance from the Boltzmann distribution, \(\frac12\sum_a|q_a-p_a|\), and the entropy production per event,

\[
\sigma=\frac{k_B}{\Phi}\sum_{a<b}(F_{ab}-F_{ba})\ln\frac{F_{ab}}{F_{ba}},\qquad F_{ab}=q_ak_{ab},
\]

with \(\Phi\) the sum of all \(F_{ab}\).

| Exchange rule | Distance | \(\sigma/k_B\) |
|---|---|---|
| Shared saddle | \(2\times10^{-15}\) | \(10^{-24}\) |
| Fixed, 0.50 and 0.90 eV | 0.54 | 0.028 |

The first row is zero to rounding. In the second, more than half of the probability would have to be moved between configurations to restore the Boltzmann distribution. This size depends on the two barriers chosen. Their difference is 0.40 eV, whereas with two neighbours per column no exchange energy exceeds \(0.10+2(0.10)=0.30\) eV. The rule therefore favours A down too strongly in every surrounding, and the distance does not measure the neglect of the neighbours alone. On this ring A going down lowers the energy by 0.06 to 0.18 eV. With the mean barrier kept at 0.70 eV and the difference varied from 0 to 0.40 eV, the smallest distance is 0.04, at a difference of 0.15 eV (\(\sigma/k_B=0.003\)), and \(\sigma/k_B\) never falls below about 0.001. A well-chosen fixed pair thus errs far less than the table suggests, but the error does not vanish.

## The simulation step

If the event rates sum to \(K\), the probability that nothing has happened by time \(t\) obeys \(dP/dt=-KP\), so \(P=e^{-Kt}\). One step is then:

1. Draw a waiting time from the exponential distribution with mean \(1/K\).
2. Choose an event with probability equal to its rate divided by \(K\), and perform it.
3. Recompute the rates of the changed columns and their neighbours.

Step 3 suffices because the barriers of a column involve only that column and its neighbours. Deposition adds \(F\) times the number of columns to \(K\), where \(F\) is the flux in monolayers (ML) per second. Switching it off means deleting this term.

Deposition has no reverse event, so the process as a whole cannot obey detailed balance while it is on, although the rates of hops and exchanges keep their correct ratios. In a closed run, averages must be weighted by waiting time, because a count of visits over-represents short-lived configurations. On the ring at 900 K, 20 blocks of 20,000 events, after one discarded block, gave an S-topped fraction of columns of \(0.5694\pm0.0005\) (standard error from the blocks). The Boltzmann sum is 0.5697, and the largest possible value is 2/3, since there are two S atoms for three columns. A went down 142,870 times and up 142,872 times.

## A growth run and how to read it

Three monolayers of A were deposited at 1 ML/s and 300 K on \(8\times8\) columns covered by one monolayer of S. The same four random seeds were used with exchange allowed and forbidden, and all other parameters were held fixed. Values are means with standard errors over the seeds. Errors from four seeds are unreliable. Single runs scatter by about 0.15 layers in height spread, so a four-seed mean is uncertain by about 0.07. With about 175 seeds the S-topped fractions are \(0.740\pm0.003\) (on) and \(0.020\pm0.001\) (off), and the spreads are \(1.33\pm0.01\) and \(1.15\pm0.01\). On \(16\times16\) columns the values are nearly the same.

| | Exchange on | Exchange off |
|---|---|---|
| S-topped fraction | \(0.785\pm0.027\) | \(0.016\pm0.011\) |
| rms height spread (layers) | \(1.33\pm0.02\) | \(1.20\pm0.02\) |

Without exchange the surfactant is buried. With exchange most of it floats, but \(64(1-0.785)\approx14\) of the 64 S atoms are not on top. The many-seed mean of 0.74 corresponds to about 17. After a further 0.5 s without deposition the four-seed fraction was 0.773, a change within the scatter; over many seeds the fraction moves by about 0.01 or less for holds up to 15 s. Every run ended with 192 A and 64 S atoms, as \(3\times64\) deposited atoms require.

The bond energies show that complete floating should not be expected even in equilibrium. Take a flat film with S on top of A, in which one column is inverted, with A on S. All lower neighbours are A and all upper neighbours are S, so putting the column right changes the energy by

\[
\Delta E_{\text{flat}}=d(A)+4\,[d(A)-d(S)]=-0.08+4(0.02)=0 .
\]

An isolated buried S atom costs nothing in a flat film. The strong drive of \(-0.48\) eV belongs to a lone A on an S layer. This degeneracy is not the main reason for the buried S in the growth runs. Over many seeds, 26% of the S atoms are not on top at the end of deposition: 19% have two or more atoms above them, out of reach of an exchange of the top pair, 4% lie directly under a top A, and 3% lie under other S only. The deeply covered share hardly changes once deposition stops.

Exchange also made the film rougher, as the many-seed spreads of 1.33 and 1.15 layers show. A lone A leaves its site by hopping in four directions, each with barrier \(0.35+0.22=0.57\) eV and rate \(2.66\times10^3\ \text{s}^{-1}\), or by exchange. It exchanges first with probability

\[
\frac{1.87\times10^5}{1.87\times10^5+4(2.66\times10^3)}=0.95 .
\]

Most such atoms are thus fixed where they land. That this causes the greater roughness is plausible but was not isolated. For scale, atoms that never move would give a spread of \(\sqrt{192\cdot\frac1{64}\cdot\frac{63}{64}}=1.72\) layers, so both films were smoothed to some extent.

## Beside real surfactants

Arsenic and antimony are used as surfactants in the growth of germanium on silicon. The model does not describe that system. The model's bonds are far weaker than covalent ones, 300 K is well below usual growth temperatures for these semiconductors, and 1 ML/s is a fast flux. Real surfaces also have reconstructions, strain and exchange paths that move several atoms, so \(Q\) need not be one constant. The consequence can be large: raising the exchange barrier of the lone atom by 0.10 eV divides its rate by \(e^{0.10/0.02585}\approx48\), and the probability of exchange before a hop falls from 0.95 to about 0.27.

## Guidance

- **Use one saddle for both directions.** Take \(Q=E^\ddagger-(E_a+E_b)/2\) from the search, and let \(\Delta E\) follow the neighbours through the same energy function that sets the hop rates.
- **Compute both end states alike.** An error \(\delta\) in \(E_b-E_a\) multiplies the rate ratio by \(e^{\pm\delta/k_BT}\). For 0.05 eV at 300 K this is a factor of 7.
- **Repeat the search in a second surrounding.** If \(Q\) changes, make it depend on the neighbours, but give both directions the same value. Equilibrium is then unaffected, and the mean of the two barriers agrees with the search in each surrounding.
- **Evaluate the flat film before growing.** Within this bond model, an isolated buried S atom is unfavourable if
\[
J_{AA}-J_{AS}>4\,(2J_{AS}-J_{AA}-J_{SS}).
\]
The present values give equality. Lowering \(J_{AS}\) to 0.20 eV gives \(\Delta E_{\text{flat}}=-0.10-0.08=-0.18\) eV, which favours floating in equilibrium. In the growth run this change raises the S-topped fraction only from about 0.74 to 0.77, with 16% of the S atoms still deeply covered, so the criterion does not replace a kinetic test.
- **Treat irreversible exchange as a limit.** For the lone atom, if the S atom stayed above it and the surroundings did not change, the mean time to go back up would be \(1/(1.62\times10^{-3}\ \text{s}^{-1})\approx620\) s, long beside the 3 s of deposition. The S atom usually hops away first, after about 0.2 s (barrier \(0.55+0.22=0.77\) eV, four directions), and on an otherwise undisturbed layer this delays the return further. In the flat film both barriers are 0.70 eV and both rates about \(17\ \text{s}^{-1}\), so there the reverse event cannot be dropped.
